# How Short-Range Cation Order Changes Alloy Scattering and Thermopower

**Q:** I have two films with the same composition: two cation species in equal numbers, sharing one conduction band. In one film the species are placed at random. In the other their placement is correlated. Every electron still meets the same number of each cation, so why should the alloy scattering differ?

**A:** Because an electron wave is scattered by a sum of amplitudes from many sites, and that sum depends on how the sites are arranged. Take a simple cubic lattice of $N$ cations with spacing $a$. The two species differ in site energy by $\Delta$ and have the same hopping. I put the mean site energy into the band, so that the disorder is

$$V=\frac{\Delta}{2}\sum_i s_i\,|i\rangle\langle i|,\qquad s_i=\pm1,\qquad \langle s_i\rangle=0 .$$

With plane waves $|\mathbf k\rangle=N^{-1/2}\sum_i e^{i\mathbf k\cdot\mathbf r_i}|i\rangle$ and $\mathbf q=\mathbf k'-\mathbf k$,

$$\langle\mathbf k'|V|\mathbf k\rangle=\frac{\Delta}{2N}\sum_i s_i e^{-i\mathbf q\cdot\mathbf r_i}.$$

The mean square of this is

$$\langle|V_{\mathbf q}|^2\rangle=\frac{\Delta^2}{4N}S(\mathbf q),\qquad S(\mathbf q)=\frac1N\sum_{ij}\langle s_is_j\rangle e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)} .$$

For random placement only $i=j$ survives and $S=1$. Correlations change $S$, and to second order in $\Delta$ they enter the scattering rate through $S$ alone.

**Q:** Does order then simply reduce the disorder seen by the electron?

**A:** It redistributes it. Average $S$ over the $N$ allowed wavevectors of the Brillouin zone. The sum of $e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}$ over $\mathbf q$ is $N\delta_{ij}$, so

$$\frac1N\sum_{\mathbf q}S(\mathbf q)=\frac1N\sum_i\langle s_i^2\rangle=1 .$$

If $S$ is pushed down at small $q$, it must rise elsewhere. An electron benefits when the reduced part is the part it can use.

**Q:** Which part is that?

**A:** Elastic scattering on a spherical energy surface of radius $k$ gives $q=2k\sin(\theta/2)$, where $\theta$ is the scattering angle. Hence $q\le2k$. To find the weight of each $q$, use the golden rule in atomic units ($\hbar=e=m_e=1$) with a parabolic band $E=k^2/2m$. A collision through $\theta$ removes a fraction $1-\cos\theta$ of the forward momentum, so

$$\frac1\tau=2\pi\sum_{\mathbf k'}\frac{\Delta^2}{4N}S(\mathbf q)(1-\cos\theta)\,\delta(E'-E).$$

Replace the sum by $Na^3\int d^3k'/(2\pi)^3$. The radial integral is $\int k'^2dk'\,\delta(k'^2/2m-E)=mk$, which leaves

$$\frac1\tau=\frac{\Delta^2a^3mk}{16\pi^2}\int d\Omega\,S(\mathbf q)(1-\cos\theta).$$

For $S=1$ the angular integral is $4\pi$, and the random-alloy rate is

$$\frac1{\tau_0}=\frac{\Delta^2a^3mk}{4\pi}.$$

For correlated cations, average over the initial direction, which replaces $S(\mathbf q)$ by its directional mean $\bar S(q)$. The ratio of the rates is

$$R=\frac12\int_0^\pi \sin\theta\,d\theta\,(1-\cos\theta)\,\bar S(q).$$

From $q^2=2k^2(1-\cos\theta)$ follow $1-\cos\theta=q^2/2k^2$ and $\sin\theta\,d\theta=q\,dq/k^2$. Therefore

$$R(k)=\frac{1}{4k^4}\int_0^{2k}q^3\,\bar S(q)\,dq .$$

At low carrier density $2k$ is far inside the zone, and fluctuations moved beyond it cause no elastic scattering at this order. This holds for a single valley; in a band with several valleys, fluctuations near the wavevectors that join them scatter carriers from one valley to another.

**Q:** A lattice is not isotropic. Is averaging over directions legitimate?

**A:** It gives an upper bound on the resistivity ratio. Let $\mathbf n$ be the direction of motion, and let angle brackets here mean an average over directions. In units of the random-alloy rate, the linearized Boltzmann equation is $Lg=n_z$ with

$$Lg(\mathbf n)=\int\frac{d\Omega'}{4\pi}S(k\mathbf n-k\mathbf n')\,[g(\mathbf n)-g(\mathbf n')].$$

The conductivity is proportional to $\langle n_zg\rangle$, which is $1/3$ for the random alloy, so the true resistivity ratio is $R_{\rm B}=(1/3)/\langle n_zg\rangle$. Since $S\ge0$ and $S(\mathbf q)=S(-\mathbf q)$, $L$ is symmetric and non-negative. The Cauchy–Schwarz inequality gives

$$\tfrac19=\langle n_zLg\rangle^2\le\langle n_zLn_z\rangle\langle gLg\rangle=\langle n_zLn_z\rangle\langle n_zg\rangle ,$$

and hence $R_{\rm B}\le3\langle n_zLn_z\rangle$. Writing the last average symmetrically produces $\frac12S\,(n_z-n_z')^2$. Cubic symmetry lets us replace $(n_z-n_z')^2$ by $|\mathbf n-\mathbf n'|^2/3=2(1-\cos\theta)/3$. The bound is then the average of $S(1-\cos\theta)$, which is $R$. For the arrangements and the carrier density discussed below, a numerical solution of the angular equation agrees with $R$ to the four decimals printed.

**Q:** Can you give me an arrangement for which $S$ is known?

**A:** Divide the lattice into $2\times2\times2$ cells and fill each cell independently. Let $c_1,c_2,c_3$ be the mean of $s_is_j$ for pairs along an edge, a face diagonal and the body diagonal of a cell. Different cells are uncorrelated, so $S$ is the sum over pairs within one cell, divided by 8. From here on, $q$ and $k$ are in units of $1/a$.

The terms $i=j$ give 1. There are four edges along $x$; counted in both orders they give $8\cos q_x$. The four face diagonals parallel to the $xy$ plane give $8\cos q_x\cos q_y$, since each sign combination of the displacement occurs twice. The four body diagonals give $8\cos q_x\cos q_y\cos q_z$. Adding the other axes,

$$S=1+c_1\sum_j\cos q_j+c_2\sum_{i<j}\cos q_i\cos q_j+c_3\cos q_x\cos q_y\cos q_z .$$

The fixed cell grid makes pair correlations depend on position within a cell. Averaging over the eight possible grid positions restores translational symmetry and leaves $S$ unchanged.

Now fill each cell with four cations of each species, all such fillings being equally likely. I call this arrangement balanced. All pairs in a cell are equivalent, and the cell total vanishes:

$$0=\Big\langle\Big(\sum_{i=1}^8s_i\Big)^2\Big\rangle=8+56c,\qquad c_1=c_2=c_3=c=-\tfrac17 .$$

Since $1+\cos q_j=2\cos^2(q_j/2)$, the three sums combine into a product:

$$S=1-\tfrac17\Big[\prod_j(1+\cos q_j)-1\Big]=\tfrac87\Big[1-\prod_j\cos^2\frac{q_j}{2}\Big]\approx\tfrac27q^2 .$$

The last form uses $\cos^2(q_j/2)\approx1-q_j^2/4$. Physically, a large region has almost no composition fluctuation, because whole cells contribute zero and only cells cut by its surface contribute. Inserting the small-$q$ form into $R$,

$$R\approx\frac{1}{4k^4}\,\frac27\,\frac{(2k)^6}{6}=\frac{16}{21}(ka)^2 ,$$

where $a$ has been restored.

**Q:** In a diffraction experiment I would look at nearest neighbours first. Is a preference for unlike neighbours the cause of the reduction?

**A:** Not by itself. Let $\alpha_s$ be the Warren–Cowley parameter of shell $s$, which at equal composition is the mean of $s_is_j$ over that shell, and let $Z_s$ be the number of sites in the shell. Setting $q\to0$ in the definition of $S$ gives

$$S(0)=1+\sum_sZ_s\alpha_s .$$

This means the small-$q$ limit of a large sample. The single point $q=0$ vanishes for any closed sample of fixed equal composition and says nothing about its arrangement.

In the cell model a site shares its cell with 3 of its 6 nearest neighbours, 3 of its 12 second neighbours and 1 of its 8 third neighbours. Thus $\alpha_1=c_1/2$, $\alpha_2=c_2/4$ and $\alpha_3=c_3/8$. The balanced arrangement has $\alpha_1=-1/14$, $\alpha_2=-1/28$, $\alpha_3=-1/56$, and

$$S(0)=1-\tfrac37-\tfrac37-\tfrac17=0 .$$

These are weak correlations in each shell, but they add up.

For a control, fill a fraction $1/6$ of the cells with strictly alternating species, $1/42$ with a single species, and the rest at random, using both species-swapped versions equally often. Alternating cells have pair products $-1,+1,-1$ for edge, face diagonal and body diagonal; uniform cells have $+1$ for all. Therefore

$$c_1=c_3=-\tfrac16+\tfrac1{42}=-\tfrac17,\qquad c_2=\tfrac16+\tfrac1{42}=\tfrac4{21}.$$

The first and third shells match the balanced arrangement; only the second differs. Yet $S(0)=1-\frac37+\frac47-\frac17=1$, so a slow electron sees a random alloy.

Clustering goes the other way. If $1/7$ of the cells contain a single species and the rest are random, all $c=+1/7$ and $S(0)=2$. For $k\to0$ the scattering rate is then twice that of a random alloy at the same $k$. Short-range order can therefore reduce alloy scattering, leave it nearly unchanged or increase it.

**Q:** How large is the effect for definite numbers?

**A:** Take round model parameters: $a=6$ bohr, $m=0.3$, $\Delta=0.02$ hartree and $k_F=0.08$ bohr$^{-1}$, so $k_Fa=0.48$. The random-alloy rate is

$$\frac1{\tau_0}=\frac{(0.02)^2(6)^3(0.3)(0.08)}{4\pi}=1.65\times10^{-4}\ \text{hartree}.$$

The mobility $\tau_0/m=1/(0.3\times1.65\times10^{-4})\approx2.02\times10^4$ atomic units is about 860 cm²/(V s). This is the alloy-limited value, with no other scattering included. The mean free path satisfies $k_F\ell\approx129$, consistent with weak scattering.

The four arrangements give:

- random: $R=1$, mobility about 860 cm²/(V s);
- balanced: $R=0.164$, about 5200 cm²/(V s);
- control: $R=0.973$, about 880 cm²/(V s);
- clustered: $R=1.84$, about 470 cm²/(V s).

The balanced arrangement gains a factor $1/0.164=6.1$. The leading law gives $R\approx(16/21)(0.48)^2=0.176$, about 7% above the integrated value. The control has the same nearest-neighbour order and gains less than 3%.

**Q:** Does the gain survive if I add carriers?

**A:** It shrinks, because $2k$ reaches wavevectors where $S$ is no longer small. For the balanced arrangement $R$ is 0.043, 0.164, 0.54 and 0.88 at $ka=0.24$, 0.48, 0.96 and 1.44. The first doubling of $k$ raises $R$ by a factor 3.8, close to the 4 of the quadratic law. The last two values still assume a parabolic band, which is a rough approximation there.

**Q:** Would thermopower reveal the same correlation?

**A:** Only if the correlation changes how the scattering depends on energy. A factor $R$ that is the same at all energies leaves the thermopower unchanged. Let $\sigma(E)$ be the conductivity that carriers at energy $E$ would give. It scales as $k^3\tau/m$, and $1/\tau=R/\tau_0\propto kR$, so $\sigma(E)\propto k^2/R$. The thermopower of electrons is

$$\Theta=-\frac{1}{eT}\,\frac{\int\sigma(E)(E-\mu)(-f')\,dE}{\int\sigma(E)(-f')\,dE},$$

where $f'$ is the energy derivative of the Fermi function. For $k_BT\ll E_F$, expand $\sigma$ to first order about $\mu\approx E_F$. The constant term drops out of the numerator by symmetry, and $\int(E-\mu)^2(-f')\,dE=\pi^2(k_BT)^2/3$. This gives the Mott formula

$$\Theta=-\frac{\pi^2}{3}\frac{k_B}{e}\frac{k_BT}{E_F}\,p,\qquad p=\frac{d\ln\sigma}{d\ln E}=1-\frac12\frac{d\ln R}{d\ln k}.$$

The last step uses $d\ln E=2\,d\ln k$. A random alloy has $p=1$. In the balanced arrangement $R\propto k^2$ at small $k$, and $p\to0$: faster carriers would conduct better, but they also reach larger $q$ and scatter more, and at leading order the two effects cancel.

In the example $E_F=0.01067$ hartree, and at 300 K $k_BT=0.00095$ hartree, so $k_BT/E_F=0.089$. With $\mu$ set to $E_F$, the random alloy has $\Theta=-25.3$ µV/K. The balanced arrangement has $p=0.068$ and $\Theta=-25.3\times0.068=-1.7$ µV/K. The full energy integral changes neither value by more than about 0.01 µV/K. At fixed density the alloy-limited power factor $\sigma\Theta^2$ of this parabolic model falls to $6.1\times(0.068)^2\approx0.03$ of its random-alloy value, despite the higher mobility. The near-cancellation is the result to keep, not the digits: $p$ is the small remainder of two nearly equal terms, and even a slight departure of the band from a parabola can shift it by an amount comparable with 0.068 itself.

**Q:** My films will not be perfectly balanced, and they have other scatterers. What remains?

**A:** Let a fraction $w$ of the cells be balanced and the rest random. The pair correlations are then multiplied by $w$, so $S=(1-w)+wS_{\rm bal}$ and

$$R=(1-w)+wR_{\rm bal}.$$

For $w=1/2$ this is $0.5+0.5\times0.164=0.58$. Any $w<1$ leaves a floor $R\to1-w$ as $k\to0$. There $R$ is constant and $p$ returns to 1, so the near-cancellation of the thermopower needs $1-w$ to be small compared with $(16/21)(ka)^2$.

Now add a second, independent channel whose rate equals that of the random alloy and is unaffected by the order. If the rates add, the total falls from 2 to $1+R$ in units of $1/\tau_0$. With perfect balance the mobility gain is $2/1.164=1.72$ instead of 6.1. The near-cancellation of the thermopower is lost as well: if the second rate equals the random-alloy rate at every energy, $1+R$ replaces $R$ in the formula for $p$, which gives $p=0.87$.

**Q:** Everything rests on second order in $\Delta$. Has that been checked on actual disordered lattices?

**A:** Yes, for weak disorder. Electrons were evolved on explicit lattices of $24^3$ sites with $\Delta=0.2$ hopping energies and initial $ka=0.785$, without expanding in the disorder. Each lattice was averaged with its species-swapped copy, which cancels the odd orders in $\Delta$, as the full ensemble average does. After 12 inverse hopping energies, the fractional loss of forward velocity was 0.0162 for random and 0.0075 for balanced lattices. Second-order theory on the same lattices gives 0.0163 and 0.0075. For all four arrangements the difference is below about 1.5% of the loss. The ratio of these losses is not $R$ itself, because a short evolution time leaves the energy condition blurred.

On a simple cubic lattice the band mass $m$ corresponds to a hopping energy $1/(2ma^2)$, which is 0.0463 hartree in the worked example. There $\Delta=0.43$ hopping energies, stronger than in this check. At still stronger disorder, higher-order terms involve correlations of more than two sites, and $S$ no longer fixes the rate. An amorphous film also has irregular cation positions and hopping. These add scattering that the site-energy structure factor does not describe, so the factor 6.1 belongs to this lattice model and is not a forecast for a film. What you can take to a measured or simulated structure is the question to ask of it: how large are the composition fluctuations at $q\le2k_F$? This form of the question is for degenerate carriers in a single valley. For non-degenerate carriers the thermal wavenumber replaces $k_F$, and with several valleys the wavevectors that join them count as well. For the four arrangements here, the numerical output lists $S(0)$ and $\bar S(2k_F)$; the control is labelled "decoy" there.

## Computed values

```
spacing a = 6.0 bohr, mass m = 0.3 m_e
site-energy difference Delta = 0.020 hartree
k_F = 0.080 1/bohr, k_F a = 0.480, T = 300 K
density = 1.7292e-05 1/bohr^3
Fermi energy = 0.01067 hartree, k_B T = 0.000950 hartree
hopping 1/(2 m a^2) = 0.04630 hartree, Delta/hopping = 0.432
random-alloy rate, golden rule = 1.6501e-04 hartree
random-alloy rate, finite-time = 1.6501e-04 hartree
random alloy k_F * mean free path = 129.3
[random] sampled alpha1,2,3 = -0.0004, -0.0001, 0.0003
[random] S(0) = 1.000, Sbar(2k_F) = 1.0000
[random] R formula = 1.0000, R angular Boltzmann = 1.0000
[random] alloy-limited mobility = 859 cm^2/(V s)
[random] d ln sigma/d ln E = 1.0000
[random] thermopower Mott = -25.25, full = -25.25 uV/K
[balanced] sampled alpha1,2,3 = -0.0719, -0.0355, -0.0186
[balanced] S(0) = 0.000, Sbar(2k_F) = 0.2402
[balanced] R formula = 0.1639, R angular Boltzmann = 0.1639
[balanced] alloy-limited mobility = 5244 cm^2/(V s)
[balanced] d ln sigma/d ln E = 0.0684
[balanced] thermopower Mott = -1.73, full = -1.74 uV/K
[decoy] sampled alpha1,2,3 = -0.0718, 0.0472, -0.0196
[decoy] S(0) = 1.000, Sbar(2k_F) = 0.9601
[decoy] R formula = 0.9727, R angular Boltzmann = 0.9727
[decoy] alloy-limited mobility = 883 cm^2/(V s)
[decoy] d ln sigma/d ln E = 1.0260
[decoy] thermopower Mott = -25.91, full = -25.88 uV/K
[clustered] sampled alpha1,2,3 = 0.0716, 0.0355, 0.0173
[clustered] S(0) = 2.000, Sbar(2k_F) = 1.7598
[clustered] R formula = 1.8361, R angular Boltzmann = 1.8361
[clustered] alloy-limited mobility = 468 cm^2/(V s)
[clustered] d ln sigma/d ln E = 1.0831
[clustered] thermopower Mott = -27.35, full = -27.29 uV/K
balanced: leading law (16/21)(k_F a)^2 = 0.1755
balanced: mobility gain over random = 6.10
balanced: R at ka = 0.24 is 0.0431
balanced: R at ka = 0.48 is 0.1639
balanced: R at ka = 0.96 is 0.5357
balanced: R at ka = 1.44 is 0.8766
half of the cells balanced: R = 0.5819
gain with equal second channel = 1.718
dynamics: 24^3 sites, Delta = 0.2 hopping, ka = 0.785, time = 12/hopping
[random] momentum loss: S formula 0.01603, same lattices 2nd order 0.01628, evolved 0.01617
[balanced] momentum loss: S formula 0.00735, same lattices 2nd order 0.00752, evolved 0.00752
[decoy] momentum loss: S formula 0.01492, same lattices 2nd order 0.01540, evolved 0.01532
[clustered] momentum loss: S formula 0.02472, same lattices 2nd order 0.02424, evolved 0.02396
```
